# Why duplicate vias protect less than expected

**Q.** I put two vias in parallel, so that the connection is lost only if both fail. Each fails with probability $10^{-6}$, and I budgeted $10^{-12}$ for the pair. Now I am told that the failures have a correlation of $10^{-4}$. Can I ignore so small a number?

**A.** No. Let $F_1$ and $F_2$ be 1 if the respective via fails and 0 if it works. Both have mean $p$. Since $F_i^2=F_i$, the variance of each is

$$\mathrm{Var}\,F_i=\langle F_i^2\rangle-\langle F_i\rangle^2=p-p^2=p(1-p).$$

The product $F_1F_2$ is 1 when both fail and 0 otherwise, so its mean is the joint failure probability $P_2$. The correlation is the covariance divided by the two equal standard deviations:

$$\rho=\frac{\langle F_1F_2\rangle-\langle F_1\rangle\langle F_2\rangle}{p(1-p)}=\frac{P_2-p^2}{p(1-p)}.$$

Solving for $P_2$, and then dividing by $p^2$, gives

$$P_2=p^2+\rho\,p(1-p),\qquad \frac{P_2}{p^2}=1+\rho\,\frac{1-p}{p}.$$

No model of the failure has entered. With your numbers the first term is $10^{-12}$ and the second is $10^{-4}\times10^{-6}=10^{-10}$ to the accuracy needed here. The sum is $1.01\times10^{-10}$, which is 101 times your budget.

**Q.** Why does a correlation of one part in ten thousand count as large?

**A.** Because it has to be compared with $p$, not with 1. Divide $P_2$ by $p$ to get the probability that the second via fails when the first has failed:

$$P(2\text{ fails}\mid 1\text{ fails})=p+\rho(1-p).$$

Here it is $1.01\times10^{-4}$ instead of $10^{-6}$. The second via is still very likely to work, but it is a hundred times less reliable in just those cases where you need it.

The limits show the scale. At $\rho=0$ your budget is right. At $\rho=p/(1-p)$, about $10^{-6}$, the joint probability has already doubled. At $\rho=1$ we have $P_2=p$, and the duplicate is useless. Your case lies between: the pair fails about 9900 times less often than a single via, where you expected a factor of a million.

**Q.** What is the simplest mechanism that would do this?

**A.** A rare event that kills both vias at once, such as a particle covering both. Let it have probability $c$, and let each via also fail on its own, independently, with probability $q$. A via survives if it escapes both causes, so $1-p=(1-c)(1-q)$, or $p=c+(1-c)q$. Both fail if the shared event occurs, or if it does not and both private failures do: $P_2=c+(1-c)q^2$. The covariance is

$$\begin{aligned}
P_2-p^2&=c+(1-c)q^2-c^2-2c(1-c)q-(1-c)^2q^2\\
&=c(1-c)-2c(1-c)q+c(1-c)q^2\\
&=c(1-c)(1-q)^2.
\end{aligned}$$

The second line uses $c-c^2=c(1-c)$ and $(1-c)-(1-c)^2=c(1-c)$. Dividing by $p(1-p)=p(1-c)(1-q)$ leaves

$$\rho=\frac{c(1-q)}{p}.$$

For your values $c=1.0\times10^{-10}$. One via failure in ten thousand has a shared cause, and those few failures dominate the loss of pairs.

**Q.** My vias are printed with EUV light, and I believe they go missing through photon shot noise. Surely that noise is independent from hole to hole?

**A.** At a fixed dose it is, if the two holes draw on separate areas of resist. Let each hole absorb $\mu$ photons on average. The total $n=n_1+n_2$ is then Poisson distributed with mean $2\mu$, and each photon falls in either hole with probability $1/2$. Therefore

$$P(n_1,n_2)=e^{-2\mu}\frac{(2\mu)^{n}}{n!}\;\frac{n!}{n_1!\,n_2!}\,\frac1{2^{n}}
=\left(e^{-\mu}\frac{\mu^{n_1}}{n_1!}\right)\left(e^{-\mu}\frac{\mu^{n_2}}{n_2!}\right).$$

The distribution factorizes, so shot noise alone gives $\rho=0$.

**Q.** Then where does the correlation come from?

**A.** From anything that shifts the mean photon number of both holes together. Let $x$ be the relative deviation of the local dose, common to the two vias, and let $p(x)$ be the failure probability at that deviation. Given $x$, the failures are independent, so both occur with probability $p(x)^2$. Averaging over $x$ gives

$$p=\langle p(x)\rangle,\qquad P_2=\langle p(x)^2\rangle=p^2+\mathrm{Var}\,p(x),$$

$$\frac{P_2}{p^2}=1+\left(\frac{\text{standard deviation of }p(x)}{p}\right)^2 .$$

The average of a square exceeds the square of the average whenever $p(x)$ varies. A 101-fold increase requires a relative standard deviation of 10.

**Q.** My dose certainly does not vary by a factor of ten!

**A.** It need not, because $p(x)$ is the tail of a distribution and therefore steep. Take a positive resist in which a hole stays closed if it absorbs at most $n_c=1300$ photons. This threshold is a chosen model parameter. At deviation $x$ the photon number has mean $m=\mu(1+x)$, and

$$p(x)=\sum_{n=0}^{n_c}\pi_n,\qquad \pi_n=e^{-m}\frac{m^n}{n!}.$$

Since $d\pi_n/dm=\pi_{n-1}-\pi_n$, with $\pi_{-1}=0$, the derivative of the sum telescopes to $-\pi_{n_c}$. To bound $p(x)$, note that $\pi_{n-1}/\pi_n=n/m\le n_c/m$ for all terms in the sum. For $m>n_c$ a geometric series then gives

$$p(x)\le\frac{\pi_{n_c}}{1-n_c/m},\qquad\text{so}\qquad
-\frac{d\ln p}{d\ln m}=\frac{m\,\pi_{n_c}}{p}\ge m-n_c .$$

In the example below $\mu=1505$. Over the first percent of dose loss, $m-n_c$ stays above 189, so $\ln p$ rises by more than 1.89 and $p$ by a factor of more than 6.6. The computed values are $3.5\times10^{-8}$ at $x=0$ and $2.7\times10^{-7}$ at $x=-1\,\%$, a factor of 7.7. At $x=-5\,\%$ the probability is $2.6\times10^{-4}$.

**Q.** How much shared dose variation do I need, in real units?

**A.** Take holes 20 nm wide at 13.5 nm wavelength, in resist 40 nm thick that absorbs 5 per µm. The hole area is 314.2 nm², the absorbed fraction is $1-e^{-0.2}=0.1813$, and a photon carries 91.84 eV. Let $x$ be normally distributed with mean zero and standard deviation $s$. Two conditions, $p=10^{-6}$ and $\rho=10^{-4}$, then fix the two unknowns $\mu$ and $s$. The numerical solution is $\mu=1505$ and $s=1.40\,\%$. The dose in the hole is

$$D=\frac{1505\times91.84\ \text{eV}}{314.2\ \text{nm}^2\times0.1813}=38.9\ \text{mJ/cm}^2 .$$

The private photon noise is $1/\sqrt\mu=2.58\,\%$, so the shared deviation is smaller than the noise that the vias do not share.

The result depends strongly on $s$. I keep $n_c$ fixed and readjust the dose so that $p$ stays at $10^{-6}$. The joint probability is then 2.3 times the independent value for $s=0.5\,\%$, 17 times for 1.0 %, 159 times for 1.5 % and about 1140 times for 2.0 %.

**Q.** If I could count photons in both holes, would I find a correlation of only $10^{-4}$?

**A.** No, a much larger one. Given $x$, the count has variance $\mu(1+x)$, which averages to $\mu$. The shared shift of the mean, $\mu x$, adds $s^2\mu^2$ to the variance and is the whole covariance. Hence

$$r=\frac{s^2\mu^2}{\mu+s^2\mu^2}=\frac{s^2\mu}{1+s^2\mu}=0.227 .$$

A Gaussian approximation shows how this turns into a small failure correlation. Replace the counts by two standard normal variables $a,b$ with correlation $t$, and let a via fail below $-z$, where $z=4.753$ gives $p=10^{-6}$. Their joint density $\phi_2$ has the Fourier transform $\exp[-(k_1^2+k_2^2+2tk_1k_2)/2]$. Differentiating with respect to $t$ multiplies it by $-k_1k_2$, and so does applying $\partial^2/\partial a\,\partial b$ to the density. Thus $\partial\phi_2/\partial t=\partial^2\phi_2/\partial a\,\partial b$. Integrating $a$ and $b$ from $-\infty$ to $-z$ gives

$$\frac{dP_2}{dt}=\phi_2(-z,-z;t)=\frac{e^{-z^2/(1+t)}}{2\pi\sqrt{1-t^2}},$$

$$P_2=p^2+\int_0^r\frac{e^{-z^2/(1+t)}}{2\pi\sqrt{1-t^2}}\,dt .$$

The exponential keeps $P_2$ small, but it grows quickly with $t$ because $z^2$ is about 23. To reach $P_2=1.01\times10^{-10}$ the formula needs $r=0.229$, close to the Poisson model's 0.227. A sizeable count correlation is thus a failure correlation that is tiny beside 1 and large beside $p$.

**Q.** At what dose do the double failures happen?

**A.** Let $f(x)$ be the density of $x$. By Bayes' rule, the deviations at which a given via fails have density $f(x)p(x)/p$, and those at which both fail have density $f(x)p(x)^2/P_2$. The extra factor $p(x)$ pushes the second towards lower dose. The mean deviation is $-3.29\,\%$ when a given via fails and $-5.45\,\%$ when both do. The latter is 3.9 standard deviations out, where the normal law is an assumption that an ordinary measurement of dose spread hardly probes.

Suppose that the shared distribution ends at $\pm3s$, with the dose unchanged. Then $p$ falls only to $7.7\times10^{-7}$, but $P_2$ falls to $1.3\times10^{-11}$. The increase over independence is then 23-fold instead of 101-fold.

**Q.** What does this mean for a chip with $10^9$ such connections?

**A.** Expected numbers add whatever the correlations between pairs. On average you lose 1000 connections with single vias, 0.001 with independent pairs and 0.101 with correlated pairs.

The yield also depends on how far the deviation extends. If each pair has its own independent $x$, all $N$ pairs survive with probability $(1-P_2)^N=0.904$. If one $x$ applies to the whole die, the yield is $\langle[1-p(x)^2]^N\rangle=0.991$. It cannot be lower than in the first case, because $(1-y)^N$ is a convex function of $y$. The mean loss is the same, but it is gathered in 0.88 % of the dies, which lose 11.5 connections on average. That average is set by a few very bad dies; more than half of the affected dies lose only one connection.

**Q.** Could I measure $\rho$ directly?

**A.** You would need about $10^{10}$ pairs for each expected double failure, and they must sample many independent values of $x$. If one $x$ applies to a whole die, $10^{10}$ pairs are only ten dies, and these show any double failure with a probability of about 8 %. A less direct way is to measure the failure rate of single vias at deliberately changed doses, and also the distribution of the shared deviation. The measured rate is not yet $p(x)$, because the natural deviation is present during the test too. At the nominal dose of the example you would measure $10^{-6}$, not $p(0)=3.5\times10^{-8}$. First find the $p(x)$ that reproduces the measured rates when averaged over the natural deviation, and then average $p(x)^2$. If you square the measured rates instead, you count the spread twice and overestimate $P_2$, in the example by a factor of about 17. This works if dose is the main thing the vias share, and it still relies on the tail.

**Q.** How close is all this to a real process?

**A.** The hole size, resist data and dose are rough typical values for fine EUV patterning. The threshold of 1300 photons is not taken from measurements. With another threshold, $\mu$ changes, and the required spread changes roughly as $1/\sqrt\mu$, so the 1.4 % belongs to this example and is not a general limit for real vias. The failure probability is high for production: a chip with $10^9$ single vias would lose a thousand of them. A spread of 1.4 % would also be large for the scanner dose alone, so $x$ should be read as an effective dose that includes mask, focus and resist variations. Real vias break the sharp photon threshold and the perfect sharing of $x$. If the deviations of the two vias have the same spread as before but a correlation of only 0.9, the count correlation falls to 0.9 of its value, and the Gaussian model with $p$ held fixed gives an increase of roughly 70-fold. Placing the vias further apart therefore helps if the deviation changes over that distance.

Resist chemistry adds private noise. If each photon makes a Poisson number of acids with mean 3, the acid number at fixed dose has mean $3\mu$ and variance $3\mu+3^2\mu$, so its relative variance is $(1+1/3)/\mu$ instead of $1/\mu$. At the same $\mu$ and $p$, the Gaussian model then needs $s=1.62\,\%$ for the same 101-fold increase. Blur lets neighbouring holes share photons. For a Gaussian blur of standard deviation 5 nm and 40 nm between centres, the Gaussian model with $p=10^{-6}$ and no shared deviation gives a joint probability only 0.4 % above $p^2$. The effect grows fast: it is about 11 % for 7 nm blur at the same spacing, and about 13 % for 5 nm blur at 32 nm between centres. That is still small beside a 101-fold increase. Image shape, development, etching and metal fill are left out. They can add both private and shared failures, and I have not estimated their size. The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
failure probability of one via: 1.0e-06
failure correlation: 1.0e-04
joint failure, independent: 1.000e-12
joint failure, correlated: 1.0100e-10
fold increase: 101.00
P(second fails | first fails): 1.0100e-04
gain over single via: 9901
correlation that doubles joint: 1.000001e-06
shared-event probability c: 1.0000e-10
shared part of via failures c/p: 1.0000e-04
pairs tested per double failure: 9.901e+09
rho 1e-06: fold increase 2.000
rho 1e-05: fold increase 11.000
rho 1e-04: fold increase 101.000
rho 1e-03: fold increase 1000.999
wavelength: 13.5 nm
photon energy: 91.84 eV
hole diameter: 20.0 nm; pitch: 40.0 nm
resist thickness: 40.0 nm
absorption: 5.0 per um
absorbed fraction: 0.1813
hole area: 314.2 nm2
threshold n_c: 1300 photons
mean absorbed photons mu: 1505.0
dose in the hole: 38.89 mJ/cm2
photon noise 1/sqrt(mu): 2.578 %
shared dose spread s: 1.397 %
correlation of photon counts: 0.2271
relative std. dev. of p(x): 10.000
p(x) at x = 0 %: 3.470e-08
p(x) at x = -1 %: 2.685e-07
p(x) at x = -5 %: 2.638e-04
mean x when a given via fails: -3.29 %
mean x when both fail: -5.45 %
the same in units of s: -3.90
s 0.5 %: dose 38.32 mJ/cm2, fold 2.27
s 1.0 %: dose 38.57 mJ/cm2, fold 16.55
s 1.5 %: dose 38.98 mJ/cm2, fold 158.81
s 2.0 %: dose 39.54 mJ/cm2, fold 1136.31
Gaussian model: threshold z 4.7534, r 0.2287
Gaussian model: shared spread 1.403 %
connections per chip: 1e+09
mean lost, single vias: 1000.0
mean lost, independent pairs: 0.0010
mean lost, correlated pairs: 0.1010
yield, x drawn for each pair: 0.9039
yield, one x per die: 0.99122
bad dies, one x per die: 8.776e-03
mean lost per bad die: 11.5
blur 5.0 nm: count correlation 1.548e-04
blur alone: fold increase 1.0038
acids per photon: 3
spread needed with acid noise: 1.621 %
deviation shared to 90 %: fold 68.5
cut at 3 s: one-via failure 7.677e-07
cut at 3 s: joint failure 1.344e-11
cut at 3 s: fold increase 22.8
```
